**Censored Weibull likelihood: one shape root and a bracketed solver**

For right-censored lifetimes with survival exp[−(t/η)^β], the program solves the likelihood equations for the shape β and the scale η. A positive shape root exists exactly when some failure precedes the largest recorded time, and it is then unique; two different failure times are sufficient but not necessary. The program asserts that the score formulas, the profile slope and the standard error agree with finite differences of the likelihood, and that the fit agrees with direct two-parameter maximization. On small samples with many ties it asserts a single likelihood peak inside the derived bracket in 318 cases, and a steadily rising profile over the scanned range in the 59 cases without a root. Twenty simulated percolation films, 11 of them failed, give β = 1.03 ± 0.28 and η ≈ 2980 s. For 2000 films the censored fit gives β = 1.45 ± 0.03 against the model value 1.5. Discarding the survivors gives 1.89, and counting them as failures gives 2.05.

## Verification by program

```python
"""Maximum likelihood for right-censored Weibull lifetimes.

Result under test: with survival exp(-(t/eta)**beta), r failures among n
records, y = ln t, m = mean y of the failures, the shape solves
    g(beta) = sum(t**beta * y)/sum(t**beta) - 1/beta - m = 0,
and eta**beta = sum(t**beta)/r. There is exactly one positive root if and
only if some failure is earlier than the largest recorded time. Two different
failure times are sufficient for this, but not necessary.
beta: shape, eta: scale, failed: True for failure, False for survivor.
The lifetimes come from a column percolation model of a thin insulating film.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import minimize, minimize_scalar
from scipy.stats import weibull_min


def log_likelihood(beta, eta, t, failed):
    """Definition: log density for failures, log survival for survivors."""
    density = weibull_min.logpdf(t, beta, scale=eta)
    survival = weibull_min.logsf(t, beta, scale=eta)
    return np.where(failed, density, survival).sum(axis=-1)


def shape_function(beta, t, failed):
    """g and its derivative; logs are measured from the largest time."""
    d = np.log(t) - np.log(t).max()
    w = np.exp(beta * d)
    w /= w.sum()
    mean = w @ d
    g = mean - 1 / beta - d[failed].mean()
    return g, w @ (d - mean)**2 + 1 / beta**2


def scale_from_shape(beta, t, failed):
    top = t.max()
    return top * (np.sum((t / top)**beta) / failed.sum())**(1 / beta)


def bracket(t, failed):
    y = np.log(t)
    gap = y.max() - y[failed].mean()
    k = np.sum(t == t.max())
    return 1 / gap, (1 + (len(t) - k) / (np.e * k)) / gap


def fit_shape(t, failed, history=None):
    """Newton trial and bisection in every round, with an error bound."""
    low, high = bracket(t, failed)
    best = low
    g, slope = shape_function(best, t, failed)
    for round_number in range(100):
        if history is not None:
            history.append((round_number, best, g, abs(g) * high**2))
        if abs(g) * high**2 < 1e-10 * best:
            return best
        newton = best - g / slope
        for kind in ("newton", "midpoint"):
            trial = newton if kind == "newton" else 0.5 * (low + high)
            if not low < trial < high:
                continue
            g_trial, slope_trial = shape_function(trial, t, failed)
            if g_trial < 0:
                low = trial
            else:
                high = trial
            if abs(g_trial) < abs(g):
                best, g, slope = trial, g_trial, slope_trial
    raise RuntimeError("shape iteration did not converge")


def standard_error(beta, t, failed):
    return 1 / np.sqrt(failed.sum() * shape_function(beta, t, failed)[1])


# --- percolation model and simulated tests ---
rng = np.random.default_rng(12345)
thickness, side, cell = 30.0, 1000.0, 10.0          # angstrom
alpha, tau, stop = 0.5, 1.0e6, 2500.0               # -, s, s
cells = round(thickness / cell)
columns = round(side / cell)**2
beta_model = cells * alpha
eta_model = tau * columns**(-1 / beta_model)
critical = np.array([rng.random((cells, columns)).max(axis=0).min()
                     for _ in range(2000)])
life = tau * critical**(1 / alpha)
big_failed = life < stop
big_t = np.minimum(life, stop)
t = np.round(big_t[:20])
failed = big_failed[:20]
r = int(failed.sum())

# Weibull limit of the column model against its finite-size survival law
times = np.linspace(1, 4 * eta_model, 400)
finite = (1 - (times / tau)**(alpha * cells))**columns
limit_error = np.max(np.abs(
    finite - weibull_min.sf(times, beta_model, scale=eta_model)))
assert limit_error < 1e-3

# --- score formulas against differences of the defined likelihood ---
b0, e0 = 1.2, 2000.0
x = t / e0
score_beta = (r / b0 - r * np.log(e0) + np.log(t[failed]).sum()
              - np.sum(x**b0 * np.log(x)))
score_eta = b0 / e0 * (np.sum(x**b0) - r)
num_beta = (log_likelihood(b0 + 1e-4, e0, t, failed)
            - log_likelihood(b0 - 1e-4, e0, t, failed)) / 2e-4
num_eta = (log_likelihood(b0, e0 + 0.1, t, failed)
           - log_likelihood(b0, e0 - 0.1, t, failed)) / 0.2
assert abs(score_beta - num_beta) < 1e-5
assert abs(score_eta - num_eta) < 1e-8


# --- profile slope, with the scale maximized numerically ---
def numerical_profile(beta):
    res = minimize_scalar(
        lambda q: -log_likelihood(beta, np.exp(q), t, failed),
        bounds=(4, 14), method="bounded", options={"xatol": 1e-9})
    return -res.fun


for b in (0.7, 1.5, 3.0):
    slope = (numerical_profile(b + 1e-3) - numerical_profile(b - 1e-3)) / 2e-3
    assert abs(slope + r * shape_function(b, t, failed)[0]) < 1e-3
    dg = (shape_function(b + 1e-4, t, failed)[0]
          - shape_function(b - 1e-4, t, failed)[0]) / 2e-4
    assert abs(dg - shape_function(b, t, failed)[1]) < 1e-5

# --- fit against direct two-parameter maximization ---
history = []
beta = fit_shape(t, failed, history)
eta = scale_from_shape(beta, t, failed)
direct = minimize(
    lambda q: -log_likelihood(np.exp(q[0]), np.exp(q[1]), t, failed),
    [0.0, 7.0], method="Nelder-Mead",
    options={"xatol": 1e-9, "fatol": 1e-12, "maxiter": 2000})
beta_direct, eta_direct = np.exp(direct.x)
assert abs(beta_direct / beta - 1) < 1e-5
assert abs(eta_direct / eta - 1) < 1e-5

# --- unit independence of the shape ---
atomic_time = physical_constants["atomic unit of time"][0]
assert abs(fit_shape(t / atomic_time, failed) / beta - 1) < 1e-9

# --- standard error against the inverse of the full curvature matrix ---
h = 1e-3


def shifted(i, j):
    return log_likelihood(beta + i * h, eta * np.exp(j * h), t, failed)


bb = (shifted(1, 0) - 2 * shifted(0, 0) + shifted(-1, 0)) / h**2
ee = (shifted(0, 1) - 2 * shifted(0, 0) + shifted(0, -1)) / h**2
be = (shifted(1, 1) - shifted(1, -1)
      - shifted(-1, 1) + shifted(-1, -1)) / (4 * h**2)
covariance = np.linalg.inv(-np.array([[bb, be], [be, ee]]))
error = standard_error(beta, t, failed)
assert abs(np.sqrt(covariance[0, 0]) / error - 1) < 1e-3

# --- existence and uniqueness on small samples with many ties ---
with_root = without_root = root_with_tied_failures = 0
for _ in range(400):
    n = rng.integers(2, 7)
    ts = rng.integers(1, 5, n).astype(float)
    fs = rng.random(n) < 0.6
    if not fs.any():
        continue
    exists = ts[fs].min() < ts.max()
    if exists:
        low, high = bracket(ts, fs)
        grid = np.geomspace(0.2 * low, 5 * high, 300)
    else:
        grid = np.geomspace(0.05, 200, 300)
    scales = np.array([scale_from_shape(b, ts, fs) for b in grid])
    profile = log_likelihood(grid[:, None], scales[:, None], ts, fs)
    rising = np.diff(profile) > 0
    turns = np.sum(rising[1:] != rising[:-1])
    if exists:
        with_root += 1
        root_with_tied_failures += ts[fs].min() == ts[fs].max()
        assert turns == 1 and rising[0] and not rising[-1]
        peak = grid[np.argmax(profile)]
        step = np.log(grid[1] / grid[0])
        root = fit_shape(ts, fs)
        assert abs(np.log(peak / root)) < 1.01 * step
        assert low < root < high
    else:
        without_root += 1
        assert rising.all()
assert with_root > 50 and without_root > 10 and root_with_tied_failures > 5

two_t, two_failed = np.array([1.0, 2.0]), np.array([True, False])
two_beta = fit_shape(two_t, two_failed)

# --- large simulated set: recovery, and two wrong treatments ---
big_beta = fit_shape(big_t, big_failed)
big_eta = scale_from_shape(big_beta, big_t, big_failed)
big_error = standard_error(big_beta, big_t, big_failed)
assert abs(big_beta - beta_model) < 4 * big_error
assert abs(big_eta / eta_model - 1) < 0.08
kept = big_t[big_failed]
beta_dropped = fit_shape(kept, np.ones(len(kept), bool))
beta_as_failures = fit_shape(big_t, np.ones(len(big_t), bool))
assert beta_dropped > beta_model + 5 * big_error
assert beta_as_failures > beta_model + 5 * big_error

# --- spread of repeated fits against the predicted standard error ---
fits, predicted = [], []
for _ in range(400):
    draw = eta_model * rng.weibull(beta_model, 100)
    f, c = draw < stop, np.minimum(draw, stop)
    fits.append(fit_shape(c, f))
    predicted.append(standard_error(fits[-1], c, f))
spread, mean_error = np.std(fits, ddof=1), np.mean(predicted)
assert abs(spread / mean_error - 1) < 0.2

# --- printed numbers ---
low, high = bracket(t, failed)
y = np.log(t)
print(f"film thickness, side, cell: {thickness:g}, {side:g}, {cell:g} angstrom")
print(f"cells per column: {cells}, columns: {columns}")
print(f"defect exponent alpha: {alpha}, tau: {tau:.3g} s, stop: {stop:g} s")
print(f"model shape: {beta_model:.4f}, model scale: {eta_model:.2f} s")
print(f"largest error of Weibull limit in survival: {limit_error:.2e}")
print("worked sample, failure times (s):")
ordered = np.sort(t[failed])
for i in range(0, len(ordered), 10):
    print("  " + " ".join(f"{v:.0f}" for v in ordered[i:i + 10]))
print(f"records n: {len(t)}, failures r: {r}, survivors: {len(t) - r}")
print(f"records at the largest time k: {np.sum(t == t.max())}")
print(f"m (ln of t in s): {y[failed].mean():.6f}, L: {y.max():.6f}")
print(f"gap D = L - m: {y.max() - y[failed].mean():.6f}")
print(f"root bracket: {low:.6f} to {high:.6f}")
print("round, best beta, g, error bound:")
for number, b, g, bound in history:
    print(f"  {number}  {b:.8f}  {g:+.3e}  {bound:.1e}")
print(f"fitted shape: {beta:.6f}, standard error: {error:.4f}")
print(f"slope g' at the root: {shape_function(beta, t, failed)[1]:.6f}")
print(f"weighted mean of ln t at root: {1 / beta + y[failed].mean():.6f}")
print(f"fitted scale: {eta:.2f} s = {eta / atomic_time:.4e} atomic units")
print(f"direct maximization: shape {beta_direct:.6f}, scale {eta_direct:.2f} s")
print(f"small tied samples with one root: {with_root}")
print(f"  of these with all failure times equal: {root_with_tied_failures}")
print(f"small tied samples with no root: {without_root}")
print(f"failure at 1 s, survivor at 2 s: shape {two_beta:.6f}")
print(f"large set: {len(big_t)} films, {big_failed.sum()} failures")
print(f"  shape {big_beta:.4f}, standard error {big_error:.4f}")
print(f"  scale {big_eta:.1f} s")
print(f"  shape with survivors discarded: {beta_dropped:.4f}")
print(f"  shape with survivors counted as failures: {beta_as_failures:.4f}")
print(f"400 fits of 100 records: spread of shape {spread:.4f}")
print(f"  mean predicted standard error {mean_error:.4f}")
print("all good")
```

Output:

```
film thickness, side, cell: 30, 1000, 10 angstrom
cells per column: 3, columns: 10000
defect exponent alpha: 0.5, tau: 1e+06 s, stop: 2500 s
model shape: 1.5000, model scale: 2154.43 s
largest error of Weibull limit in survival: 2.71e-05
worked sample, failure times (s):
  99 332 338 760 762 1045 1086 1196 1389 1453
  2150
records n: 20, failures r: 11, survivors: 9
records at the largest time k: 9
m (ln of t in s): 6.610207, L: 7.824046
gap D = L - m: 1.213839
root bracket: 0.823833 to 1.194253
round, best beta, g, error bound:
  0  0.82383269  -2.864e-01  4.1e-01
  1  0.98891078  -4.453e-02  5.3e-02
  2  1.02486232  -1.445e-03  1.6e-03
  3  1.02610870  -1.622e-06  1.8e-06
  4  1.02611010  -2.047e-12  2.2e-12
fitted shape: 1.026110, standard error: 0.2803
slope g' at the root: 1.156955
weighted mean of ln t at root: 7.584762
fitted scale: 2977.42 s = 1.2309e+20 atomic units
direct maximization: shape 1.026110, scale 2977.42 s
small tied samples with one root: 318
  of these with all failure times equal: 54
small tied samples with no root: 59
failure at 1 s, survivor at 2 s: shape 1.844434
large set: 2000 films, 1419 failures
  shape 1.4478, standard error 0.0340
  scale 2165.9 s
  shape with survivors discarded: 1.8890
  shape with survivors counted as failures: 2.0471
400 fits of 100 records: spread of shape 0.1715
  mean predicted standard error 0.1592
all good
```
